Does constant-speed sweeping of a conditioner overwear the inner pad?

**Q:** I want to change the sweep recipe of our pad conditioner. The disc moves along a pad radius at constant speed, so it spends the same time over every millimetre of radius. But an inner ring of the pad has less area than an outer one. The same conditioning time is packed into less pad, so the inner pad must wear faster. Between 320 mm and 80 mm that is a factor of four. I would sweep faster near the centre to make up for it.

**A:** Let us fix the model first. The pad turns at angular speed Ω. The disc is flat, has radius a, does not rotate, and presses with uniform pressure p. Its centre moves radially at speed v. By "wear at radius r" I mean the removed thickness averaged around the ring of radius r. For now take a much smaller than r, and v much smaller than the pad's speed Ωr. How long is a point at radius r under the disc during one one-way pass?

**Q:** The disc centre crosses a strip dr in the time dr/v. The disc covers an area πa², so it delivers πa² dr/v of area times time. I spread that over the ring, whose area is 2πr dr:

t_c = (πa² dr/v) / (2πr dr) = a²/(2vr).

The disc is wider than dr, of course. But what it gives to neighbouring rings at one moment, it gets back from neighbouring centre positions at another, as long as r hardly changes across the disc.

**A:** I agree with that result. Put in round numbers: a = 20 mm, v = 100 mm/s.

**Q:** At 80 mm, t_c = 400/(2 × 100 × 80) s = 25 ms. At 320 mm it is 6.25 ms. There is my factor of four.

**A:** It is a factor of four in contact time. What turns contact time into wear?

**Q:** A wear rate. We use Preston's law:

dh/dt = K p |V|,

where h is the removed thickness, K the Preston coefficient and V the velocity of the pad relative to the disc.

**A:** And how large is |V| at radius r?

**Q:** The disc does not rotate and sweeps slowly, so |V| is nearly Ωr. It is smaller inside. Then

h₀ = K p (Ωr) × a²/(2vr) = K p a²Ω/(2v).

The radius has dropped out. The inner pad is under the disc four times as long, but it slides at a quarter of the speed.

**A:** Yes. Your area argument counts time, whereas Preston's law counts sliding distance. The ratio h/(Kp) is just the length of disc that has slid over the point. At 93 rpm, Ω = 2π × 93/60 s⁻¹ = 9.739 rad/s, so the sliding length per pass is

a²Ω/(2v) = 400 × 9.739/200 mm = 19.48 mm.

With K = 10⁻¹⁰ Pa⁻¹ and p = 10 kPa, Kp = 10⁻⁶, and one pass removes 19.5 nm. If the centre travels between 50 and 350 mm, a pass takes 3 s. There are 1200 passes per hour, which remove 23.4 μm.

**Q:** I can follow the algebra, but I still picture the disc visiting the inner points more often.

**A:** Count the visits. A point at radius r can be touched while the disc centre is within a of that radius, a window of width 2a. The centre crosses it in 2a/v. Meanwhile the pad makes Ω/(2π) turns per second, and each turn carries the point once through the disc. The mean number of visits per pass is therefore

N = (2a/v) × Ω/(2π) = aΩ/(πv).

**Q:** No r. For our numbers, 20 × 9.739/(π × 100) = 0.620. Less than one?

**A:** It is an average around the ring. In a single pass some points are missed, and later passes must reach them. Now take the length of one visit. The point crosses the disc along a nearly straight chord, and all chord positions across the width 2a are equally likely. The mean chord is the disc's area divided by its width:

L = πa²/(2a) = πa/2 = 31.42 mm.

This does not depend on r either. The product is

N L = [aΩ/(πv)] × (πa/2) = a²Ω/(2v),

the same sliding length as before. What does depend on r is the duration of a visit, L/(Ωr) = πa/(2Ωr).

**Q:** So the inner points are not visited more often. Each visit lasts longer, because the point crawls under the disc, but it crawls over the same length of disc.

**A:** That is the mechanism. I also had pad points followed in time through ten sweep cycles, recording when each was under the disc and how far it slid. At 80 mm there were 0.625 visits per pass, lasting 40.3 ms on average, with 31.7 mm of sliding each. At 320 mm there were 0.621 visits, lasting 10.1 ms, with 31.4 mm of sliding each.

**Q:** Those are close to equal, but not equal. Is the cancellation exact?

**A:** Only in the limit we assumed. To find what is left over, put the sweep along the x axis, with the disc centre at (c, 0). A pad point at radius r and angle φ is at x = r cos φ, y = r sin φ. Let s = x − c be its offset from the disc centre along the sweep, so that contact means s² + y² < a².

At every instant the points of a ring are spread evenly over φ, so the average around the ring is an integral over dφ/(2π). The time integral of a pass is an integral over dc/v. At fixed φ, a step in c is an equal step in s, apart from the sign. At fixed r, dy = r cos φ dφ = x dφ, so dφ = dy/x. The mean sliding length is then an integral over the disc's own area:

ℓ = 1/(2πv) ∬ (|V|/x) ds dy.

This requires the disc to sweep completely past the ring, which here means r between 70 and 330 mm.

**Q:** And V is the pad's velocity minus the disc's. The pad's is (−Ωy, Ωx). The disc's is (v, 0).

**A:** Let me also allow the disc to spin at ω, positive in the pad's sense, since you will ask about it. That adds (−ωy, ωs) to the disc's velocity. Subtracting,

V_x = −(Ω − ω)y − v,
V_y = Ωx − ωs.

For a small disc V_y is the large component, so the square root can be expanded:

|V| = √(V_y² + V_x²) ≈ V_y + V_x²/(2V_y).

Divide by x and average over the disc. The first term gives

V_y/x = Ω − ωs/x.

At fixed y, x is fixed too, and s runs symmetrically about zero. The spin part averages out and Ω remains. In the second term, V_x² is already small, so it is enough to put V_y x ≈ Ωr² below it:

V_x²/(2V_y x) ≈ [(Ω − ω)²y² + 2(Ω − ω)vy + v²]/(2Ωr²).

**Q:** The middle term is odd in y and averages to zero. I need the mean of y² over a disc. By symmetry it is half the mean squared distance from the centre, which is

(1/πa²) ∫₀ᵃ ρ² 2πρ dρ = a²/2.

So the mean of y² is a²/4.

**A:** Multiply the average by the disc area πa² and by the prefactor 1/(2πv). The leading part is a²Ω/(2v), as it should be, and

h/h₀ ≈ 1 + [(1 − ω/Ω)² a²/4 + v²/Ω²]/(2r²).

For your nonrotating disc, ω = 0:

h/h₀ ≈ 1 + a²/(8r²) + v²/(2Ω²r²).

Both corrections are positive and grow towards the centre.

**Q:** Then there is some inner overwear after all. What do the two terms mean?

**A:** The first is geometry. With no sweep velocity and no spin, every point of the ring slides at exactly Ωr. But it moves along an arc, and an arc under the disc is longer than its projection on the y direction. The second term is the sweep's own sliding: v is perpendicular to the pad's motion under a small disc, so it adds in quadrature.

**Q:** For our numbers, a²/8 = 50 mm². And v/Ω = 10.27 mm, so v²/(2Ω²) = 52.7 mm². At 80 mm the excess is 102.7/6400 = 1.6%. At 320 mm it is 102.7/102400 = 0.1%.

**A:** The followed pad points gave 1.0161 and 1.0011 times h₀, and the formula gives 1.0160 and 1.0010. Integrating over the disc without the expansion gives a wear ratio of 1.015 between 80 and 320 mm. The contact-time ratio is 4.03. You expected inner wear four times the outer, and this model gives 1.5% more.

**Q:** What if the sweep is not slow compared with the pad?

**A:** For a very small disc you need no expansion. The speed is √(Ω²r² + v²), and the contact time is still your a²/(2vr):

ℓ = a²/(2vr) × √(Ω²r² + v²).

When Ωr is much larger than v, this returns a²Ω/(2v). When Ωr is much smaller than v, the root becomes v, and

ℓ → a²/(2r).

Now the sliding speed is the same everywhere, nothing offsets the longer contact inside, and your 1/r law is right. The two regimes meet at r = v/Ω, about 10 mm here. That is inside the disc's own radius, where the small-disc formula fails anyway, and well inside the swept band. A slowly turning pad with a fast sweep would move this radius outwards.

**Q:** So my argument is valid when the sliding speed does not depend on radius. What if the wear rate is not proportional to speed?

**A:** Suppose the rate goes as |V|ⁿ at fixed pressure. In the limit of a small disc and a slow sweep, multiply by the contact time:

h ∝ (Ωr)ⁿ × 1/r ∝ rⁿ⁻¹.

Uniform wear needs n = 1. With n = 0 the wear is proportional to contact time, and the ratio between 80 and 320 mm is 4. With n = 0.8 it is (80/320)^(−0.2) = 1.32. So a modest departure from Preston's law matters far more here than the 1.5% from disc size and sweep speed. The cancellation belongs to the wear law as much as to the geometry.

**Q:** And if Preston's law does hold, what would my faster inner sweep have done?

**A:** If v varies little across the disc, the leading result holds locally:

h(r) = K p a²Ω/[2v(r)].

Your recipe is v ∝ 1/r, which makes h ∝ r.

**Q:** So the inner pad would get a quarter of the outer wear. I would have created the nonuniformity I wanted to remove.

**A:** For the 20 mm disc, with the sweep set to 100 mm/s at 200 mm, the computed ratio is 0.263. The difference from 0.25 is mainly the sweep's own sliding. At 80 mm your recipe has v = 250 mm/s against a pad speed of 779 mm/s, and v²/(2Ω²r²) is then about 5%.

**Q:** Our disc does rotate, though, and it is larger.

**A:** Then use the factor (1 − ω/Ω)² in the formula. If the disc spins with the pad at the same rate, the disc-size term vanishes at this order. If it spins the other way at the same rate, that term is four times as large as for a still disc. For a disc of 50 mm radius I compare 110 mm with 290 mm, because the full disc has to pass over both rings. Pad speed and sweep are unchanged. The inner-to-outer wear ratio is 1.028 for a still disc, 1.004 for one co-rotating at 100 rpm, and 1.10 for one counter-rotating at 100 rpm.

**Q:** So counter-rotation does give a visible inner excess, but a tenth, not a factor. How near is all this to a real tool?

**A:** The pad speed and swept band are in the rough regime of rotary polishers for 300 mm wafers. The 20 mm disc radius is well below the usual size: full-size discs are roughly 100 mm across. They also normally rotate, which the 20 mm example leaves out. The three ratios just given show how far that moves the result. A pressure of 10 kPa would be high for a full-size disc, as far as I know. K was chosen to put the wear at tens of micrometres per hour and is not a measured property of some pad. Both K and p cancel in the wear ratios, provided they are the same at all radii. The model leaves out pad rebound, uneven pressure under the disc, slurry, blunting of the diamonds, and the wear caused by the wafer itself. If your pad is measurably thinner inside, these are places to look, along with the speed exponent.

**Q:** Our conditioner also hangs on a pivoted arm. It does not move on a straight radial rail.

**A:** Then constant angular speed of the arm is not constant radial speed. Take an arm of length R whose pivot is also a distance R from the pad centre, so that the disc can pass over the centre. If ψ is the arm's angle from that position,

r = 2R sin(ψ/2),
dr/dψ = R cos(ψ/2) = R √[1 − r²/(4R²)].

The radial speed falls towards the outside, so the outer pad gets more wear. For R = 400 mm the root is 0.995 at 80 mm and 0.917 at 320 mm. Leading-order wear goes as the inverse of the radial speed, so the inner-to-outer ratio is 0.917/0.995 = 0.92. This neglects the disc's size and the sliding due to the arm's own motion; with both included, for the 20 mm disc moving at 100 mm/s along its arc, the ratio is 0.935. For this arm, the bias is opposite to the one you feared.

**Q:** What about the inner turning point? The disc stops there. Surely that overwears the pad.

**A:** A stop can do that, and so can a gradual reversal, but an idealised instant reversal does not. With an instant reversal, a ring at the turning radius is underworn, because the centre crosses only one side of its contact window. The wear is 0.475 of h₀ at 50 mm and 0.506 at 350 mm. It is not exactly half, partly because the rings are curved: the arc through the disc centre does not divide the disc equally.

Now add a dwell τ. A ring through the centre of the stationary disc has a length of about 2a under it, out of 2πr. Its points slide at Ωr, so the mean added sliding length is

Ωr × 2a/(2πr) × τ = aΩτ/π.

**Q:** Again r cancels. For τ = 0.1 s it is 20 × 9.739 × 0.1/π = 6.2 mm.

**A:** Each end is visited once per cycle, and a cycle has two passes, worth 2 × 19.48 = 38.96 mm elsewhere. The dwell therefore adds 0.16 of the ideal wear at either end. At 50 mm the total is 0.475 + 0.160 = 0.635, still below the middle of the band. To reach the ideal value there, the dwell would have to be about

0.1 s × (1 − 0.475)/0.160 = 0.33 s.

A longer stop does overwear that ring. Rings nearly one disc radius further into the band pass the ideal value much sooner: the sweep alone already gives them almost full wear, and part of each still lies under the stopped disc. With the 0.1 s dwell the wear already peaks at about 1.08 of the ideal near 68 mm, and with 0.33 s at about 1.34 near 64 mm. But the cause is then the stop, not the constant-speed sweep, and the outer turning point behaves in a similar way, with peaks of about 1.05 and 1.28. A real drive cannot reverse instantly. Braking and re-accelerating at a rate A costs an extra time v/A near the end, and this acts like a dwell. With no stop at all, the peak is about 1.09 near 68 mm for A = 1000 mm/s² and 1.21 near 67 mm for 500 mm/s². A sinusoidal sweep of the same period wears the ring near 64 mm about 2.8 times as much as the middle of the band.

**Q:** One more doubt. Everything so far is an average around the ring. Could the pad still be uneven along the ring?

**A:** Yes, and badly, if the sweep locks to the rotation. A full cycle takes 6 s. At 93 rpm the pad makes 9.30 turns in that time, so each cycle starts 0.3 of a turn further on, and the pattern repeats after ten cycles. Over those ten cycles the followed points at the four radii had between 0.977 and 1.010 of their ring's mean wear.

At 90 rpm the pad makes exactly 9 turns per cycle. Every cycle then retraces the same path on the pad.

**Q:** And the points missed in the first cycle are missed in all of them.

**A:** You can work out how many. At 90 rpm the pad makes 1.5 turns per second, so during one turn the disc advances 100/1.5 = 66.7 mm. The contact window is 40 mm wide, so one pass touches about 40/66.7 = 0.6 of a ring. The return pass touches another 0.6, shifted by however far the pad has turned in between. At 80 mm, the centre goes outwards past the ring at 0.3 s and returns at 5.7 s. In those 5.4 s the pad makes 8.1 turns, a shift of 0.1 turn. The two passes together touch 0.6 + 0.1 = 0.7 of the ring, and 0.3 stays unworn.

**Q:** At 160 mm the times are 1.1 s and 4.9 s. That is 3.8 s, or 5.7 turns. Going backwards, the shift is 0.3 turn, so 0.9 is touched and 0.1 is not.

**A:** The followed points gave unworn shares of 0.293 at 80 mm and 0.099 at 160 mm. The most heavily worn points had about twice the mean. Yet the ring averages stayed within 2% of the ideal value for 90 rpm. A radial profile averaged around the pad would show nothing wrong.

**Q:** Then I will leave the inner sweep speed alone, and check that the cycle time is not a whole number of pad turns.

**A:** Avoid simple fractions as well. If the pad makes a whole number of turns plus one half per cycle, the pattern repeats after two cycles, and you have few distinct tracks to fill the ring. As for the sweep speed, your decision rests mainly on three conditions: wear proportional to speed, equal pressure at all radii, and a nearly constant radial speed. If a measured profile is still tilted, check these, the disc's spin and the effects the model leaves out before changing v(r). The full set of values at all four radii is in the numerical output.

Calculated quantities

```
disc radius 20 mm, sweep speed 100 mm/s
disc centre from 50 to 350 mm
pad speed 93 rpm = 9.739 rad/s
Preston coefficient 1.0e-10 1/Pa, pressure 10 kPa
sweep cycle 6.0 s, pad turns per cycle 9.30
ideal sliding length per pass 19.48 mm
ideal wear per pass 19.48 nm
ideal wear per hour 23.37 um
formula: visits per pass 0.620, mean chord 31.42 mm
r=80 mm: wear/ideal followed 1.0161, quadrature 1.0161, formula 1.0160
  visits/pass 0.625, time/visit 40.34 ms, slide/visit 31.68 mm
  contact time/pass 25.20 ms; local wear/mean 0.977 to 1.007
r=160 mm: wear/ideal followed 1.0040, quadrature 1.0040, formula 1.0040
  visits/pass 0.622, time/visit 20.15 ms, slide/visit 31.46 mm
  contact time/pass 12.52 ms; local wear/mean 0.987 to 1.009
r=240 mm: wear/ideal followed 1.0018, quadrature 1.0018, formula 1.0018
  visits/pass 0.621, time/visit 13.44 ms, slide/visit 31.44 mm
  contact time/pass 8.34 ms; local wear/mean 0.986 to 1.010
r=320 mm: wear/ideal followed 1.0011, quadrature 1.0010, formula 1.0010
  visits/pass 0.621, time/visit 10.08 ms, slide/visit 31.42 mm
  contact time/pass 6.25 ms; local wear/mean 0.987 to 1.008
contact-time ratio, 80 to 320 mm: 4.029
wear ratio, 80 to 320 mm: 1.0151
locked case 90 rpm: pad turns per cycle 9.00
  r=80 mm: mean/ideal 1.017, unworn share 0.293, max/mean 2.02
  r=160 mm: mean/ideal 1.004, unworn share 0.099, max/mean 1.89
  r=240 mm: mean/ideal 1.002, unworn share 0.099, max/mean 1.80
  r=320 mm: mean/ideal 1.001, unworn share 0.299, max/mean 2.11
full-size disc radius 50 mm, wear ratio 110 to 290 mm:
  still at 0 rpm: 1.0278
  co-rotating at 100 rpm: 1.0044
  counter-rotating at 100 rpm: 1.1006
speed exponent 0.0: wear ratio 80 to 320 mm 4.000
speed exponent 0.8: wear ratio 80 to 320 mm 1.320
speed exponent 1.0: wear ratio 80 to 320 mm 1.000
sweep speed as 1/r (100 mm/s at 200 mm): wear ratio 80 to 320 mm 0.263
turning point 50 mm: wear/ideal 0.475, 0.1 s dwell adds 0.160
turning point 350 mm: wear/ideal 0.506, 0.1 s dwell adds 0.159
pivoted arm 400 mm: small-disc wear ratio 80 to 320 mm 0.921
```
